# Coulomb matrix elements between Dirac orbitals in jj coupling, part 1

(Sections cited here and not found follow in the second part.)

Q: In a model ion ($Z=60$, point nucleus, unscreened orbitals) the direct Coulomb repulsion of the two $2p_{1/2}$ electrons is 11.969427 hartree, exactly one monopole integral. Two $2p_{3/2}$ electrons instead give two levels 46.607 eV apart, and the gap is $8/25$ of a quadrupole integral. Both orbitals have $l=1$, and two $l=1$ functions can form a rank-2 density. Why is the quadrupole missing for $p_{1/2}$, and where does $8/25$ come from?

A: Both facts follow once the matrix element is split into an angular part fixed by $j$, $m$ and parity, and a radial part. I use Hartree atomic units and orbitals on one centre,

$$\psi_a=\frac1r\begin{pmatrix}P_a(r)\,\Omega_{\kappa_a m_a}\\ iQ_a(r)\,\Omega_{-\kappa_a m_a}\end{pmatrix},\qquad \Omega_{\kappa m}=\sum_\mu\langle l,m-\mu,\tfrac12,\mu|jm\rangle\,Y_{l,m-\mu}\,\chi_\mu ,$$

with real $P,Q$, Condon-Shortley phases, and $l$ coupled before spin. Here $j=|\kappa|-\frac12$, $l=\kappa$ for $\kappa>0$ and $l=-\kappa-1$ for $\kappa<0$, so $j=l-s/2$ with $s=\operatorname{sgn}\kappa$. The value of $l$ belonging to $-\kappa$ is $\bar l=l-s$. The interaction is the instantaneous repulsion,

$$g_{abcd}=\iint \psi_a^\dagger(1)\psi_c(1)\,\frac1{r_{12}}\,\psi_b^\dagger(2)\psi_d(2)\,d^3r_1\,d^3r_2 .$$

Besides the standard properties of spherical harmonics and ladder operators, the outside input is the algebra of 3j symbols. They are defined by

$$\langle j_1m_1j_2m_2|JM\rangle=(-1)^{j_1-j_2+M}\sqrt{2J+1}\begin{pmatrix}j_1&j_2&J\\ m_1&m_2&-M\end{pmatrix}.$$

They vanish unless the lower row sums to zero and the upper row forms a triangle. They are unchanged by a cyclic permutation of columns and take the factor $(-1)^{j_1+j_2+j_3}$ under an odd permutation or under reversal of all signs in the lower row. Because a coupled state is normalized, the squares summed over $m_1,m_2$ at fixed $M$ give $1/(2J+1)$, and summed over all three projections give 1.

Q: I would like the spinor coefficients derived, since every later sign hangs on them.

A: From $\mathbf J^2=\mathbf L^2+\frac34+\boldsymbol\sigma\cdot\mathbf L$, the eigenvalue of $\boldsymbol\sigma\cdot\mathbf L$ is $j(j+1)-l(l+1)-\frac34$. This equals $l$ for $j=l+\frac12$ and $-l-1$ for $j=l-\frac12$, which is $-\kappa-1$ in both cases. Write $\boldsymbol\sigma\cdot\mathbf L=\sigma_zL_z+\sigma_+L_-+\sigma_-L_+$ with $\sigma_\pm=(\sigma_x\pm i\sigma_y)/2$. In the basis $Y_{l,m-1/2}\chi_+$, $Y_{l,m+1/2}\chi_-$ its diagonal elements are $m-\frac12$ and $-m-\frac12$, and the off-diagonal element is the ladder factor $t=\sqrt{(l+m+\frac12)(l-m+\frac12)}$. For eigenvalue $l$ the first row reads $(m-\frac12-l)u+td=0$, so $d/u=\sqrt{(l-m+\frac12)/(l+m+\frac12)}$. The other eigenvector is orthogonal to this one, and the Condon-Shortley rule (a positive coefficient of $Y_{ll}$ in the state $m=j$) makes its lower entry positive and its upper entry negative at $m=j$. Since $J_-$ multiplies the upper entry by a positive $L_-$ ladder factor, $u$, and with it $d$, keeps its sign for all $m$:

$$\kappa<0:\ (u,d)=\left(\sqrt{\tfrac{l+m+1/2}{2l+1}},\ \sqrt{\tfrac{l-m+1/2}{2l+1}}\right),\qquad \kappa>0:\ (u,d)=\left(-\sqrt{\tfrac{l-m+1/2}{2l+1}},\ \sqrt{\tfrac{l+m+1/2}{2l+1}}\right).$$

On the $z$ axis $Y_{lm}(\hat z)=\delta_{m0}\sqrt{(2l+1)/4\pi}$, so only $m=\pm\frac12$ survive. For $m=-\frac12$ the surviving coefficient is $d$, with $d^2=(l+1)/(2l+1)$ for $\kappa<0$ and $l/(2l+1)$ for $\kappa>0$, that is $|\kappa|/(2l+1)$. For $m=+\frac12$ it is $u$, of the same size and with sign $-s$. Hence

$$\Omega_{\kappa,-1/2}(\hat z)=\sqrt{\frac{|\kappa|}{4\pi}}\,\chi_-,\qquad \Omega_{\kappa,+1/2}(\hat z)=-s\sqrt{\frac{|\kappa|}{4\pi}}\,\chi_+ .\tag{1}$$

Q: The small component has a different $l$ from the large one. I expect the large-large and small-small densities to have different angular shapes, and then $P_aP_c$ and $Q_aQ_c$ cannot be added under one angular factor.

A: The shapes are the same at every point of the sphere. Consider $\boldsymbol\sigma\cdot\hat r$. From $[L_i,\hat r_j]=i\epsilon_{ijk}\hat r_k$ and $[S_i,\sigma_j]=i\epsilon_{ijk}\sigma_k$,

$$[J_i,\sigma_j\hat r_j]=i\epsilon_{ijk}(\sigma_j\hat r_k+\sigma_k\hat r_j)=0,$$

because an antisymmetric symbol is contracted with a symmetric expression. So $\boldsymbol\sigma\cdot\hat r\,\Omega_{\kappa m}$ has the same $j$ and $m$. Its parity is reversed, since $\hat r$ is odd. On the sphere there are two spinors with given $j,m$, those with $l=j\pm\frac12$, and they have opposite parity. Therefore $\boldsymbol\sigma\cdot\hat r\,\Omega_{\kappa m}=x\,\Omega_{-\kappa m}$. The constant $x$ does not depend on $m$, because $J_\pm$ commutes with $\boldsymbol\sigma\cdot\hat r$ and has the same ladder factors in both families. At $\hat z$ with $m=-\frac12$, equation (1) and $\sigma_z\chi_-=-\chi_-$ give $x=-1$:

$$\boldsymbol\sigma\cdot\hat r\,\Omega_{\kappa m}=-\Omega_{-\kappa m}.\tag{2}$$

The matrix $\boldsymbol\sigma\cdot\hat r$ is Hermitian with square $\hat r\cdot\hat r=1$, so

$$\Omega_{-\kappa_am_a}^\dagger\Omega_{-\kappa_cm_c}=\Omega_{\kappa_am_a}^\dagger(\boldsymbol\sigma\cdot\hat r)^2\,\Omega_{\kappa_cm_c}=\Omega_{\kappa_am_a}^\dagger\Omega_{\kappa_cm_c}.$$

The factors of $i$ combine as $(-i)(i)=1$, and

$$\psi_a^\dagger\psi_c=\frac{\rho_{ac}(r)}{r^2}\,\Omega_a^\dagger\Omega_c,\qquad \rho_{ac}=P_aP_c+Q_aQ_c,\tag{3}$$

where $\Omega_a$ is short for $\Omega_{\kappa_am_a}$. This already answers the first half of your opening question. For $p_{1/2}$, $\kappa=1$, the angular density equals that of $\kappa=-1$, an $s_{1/2}$ spinor, which is the constant $1/4\pi$. A spherical charge has no quadrupole.

Q: How does $1/r_{12}$ separate, and is the interchange of an infinite series with the integrals safe at $r_1=r_2$?

A: With $r_<,r_>$ the smaller and larger radius and $\omega$ the angle between the vectors, $r_{12}^{-1}=r_>^{-1}(1-2y\cos\omega+y^2)^{-1/2}$ with $y=r_</r_>$. This is the generating function of the Legendre polynomials, so $r_{12}^{-1}=\sum_k r_<^k r_>^{-k-1}P_k(\cos\omega)$. Define $C^k_q=\sqrt{4\pi/(2k+1)}\,Y_{kq}$, so that $C^k_0=P_k(\cos\theta)$, $C^k_q(\hat z)=\delta_{q0}$ and $C^{k*}_q=(-1)^qC^k_{-q}$. A rotation mixes the $C^k_q$ by a unitary matrix, so $\sum_qC^k_q(1)C^{k*}_q(2)$ is unchanged when both directions are turned together. Turning $\hat r_2$ onto $\hat z$ leaves the single term $C^k_0(1)=P_k(\cos\omega)$. Thus

$$\frac1{r_{12}}=\sum_{k=0}^\infty\frac{r_<^k}{r_>^{k+1}}\sum_{q=-k}^k(-1)^q\,C^k_q(1)\,C^k_{-q}(2).\tag{4}$$

For $r_1\neq r_2$ the series converges uniformly in the angles, since $|P_k|\le1$ and $y<1$, so the angular integrals may be taken term by term. The angular densities are polynomials of finite degree in $\hat r$, and only finitely many $k$ survive. The radial integration then acts on a finite sum, and the line $r_1=r_2$ has zero measure. Inserting (3) and (4), the factors $r^{-2}$ cancel the $r^2$ of the volume elements:

$$g_{abcd}=\sum_kR^k(abcd)\sum_q(-1)^q\langle a|C^k_q|c\rangle\langle b|C^k_{-q}|d\rangle,\tag{5}$$

$$R^k(abcd)=\int_0^\infty\!\!dr_1\int_0^\infty\!\!dr_2\;\rho_{ac}(r_1)\,\frac{r_<^k}{r_>^{k+1}}\,\rho_{bd}(r_2),\qquad\langle a|C^k_q|c\rangle=\int\Omega_a^\dagger C^k_q\,\Omega_c\,d\hat r .$$

The pairing is $a$ with $c$ and $b$ with $d$, not $a$ with $b$ and $c$ with $d$.

Q: Now you will invoke the Wigner-Eckart theorem, and the phase of the reduced element will be a matter of taste.

A: The theorem takes four lines here, and the phase is fixed by definition. By the product rule $\mathbf J(C^k_q\Omega_c)=(\mathbf LC^k_q)\Omega_c+C^k_q(\mathbf J\Omega_c)$, so the products behave under $\mathbf J$ like product states of angular momenta $k$ and $j_c$. The combinations $X_{JM}=\sum_{q,m_c}\langle kq\,j_cm_c|JM\rangle C^k_q\Omega_{\kappa_cm_c}$ therefore have quantum numbers $J,M$ and standard ladder factors, and the orthogonal transformation inverts to $C^k_q\Omega_c=\sum_J\langle kq\,j_cm_c|JM\rangle X_{JM}$. The overlap of $\Omega_{\kappa_am_a}$ with $X_{JM}$ vanishes unless $J=j_a$, $M=m_a$, since these are eigenvalues of Hermitian operators. The overlap $x_m$ does not depend on $m$: with $N_m$ the ladder factor, $N_mx_{m+1}=\langle\Omega_{m+1}|J_+X_m\rangle=\langle J_-\Omega_{m+1}|X_m\rangle=N_mx_m$. So $\langle a|C^k_q|c\rangle=\langle kq\,j_cm_c|j_am_a\rangle\,x$. Converting to a 3j symbol gives the phase $(-1)^{k-j_c+m_a}$, which equals $(-1)^{k-j_c+j_a}(-1)^{j_a-m_a}$ because $j_a-m_a$ is an integer, and a cyclic permutation brings $j_a$ to the front. Defining $\langle\kappa_a\|C^k\|\kappa_c\rangle=(-1)^{k-j_c+j_a}\sqrt{2j_a+1}\,x$,

$$\langle a|C^k_q|c\rangle=(-1)^{j_a-m_a}\begin{pmatrix}j_a&k&j_c\\-m_a&q&m_c\end{pmatrix}\langle\kappa_a\|C^k\|\kappa_c\rangle.\tag{6}$$

Q: One way to evaluate the reduced element uncouples the spin and produces a 6j symbol times a 3j symbol in $l$. Can you reach a closed form without quoting an identity between them?

A: Yes, by evaluating an invariant at one point. Let the triangle $(j_akj_c)$ hold, since otherwise (6) is zero, and define on the sphere

$$S(\hat r)=\sum_{m_a,q,m_c}(-1)^{j_a-m_a}\begin{pmatrix}j_a&k&j_c\\-m_a&q&m_c\end{pmatrix}\Omega_{\kappa_am_a}^\dagger C^k_q\,\Omega_{\kappa_cm_c}.$$

Integrating with (6), the phase appears twice and squares to 1, and the squared 3j symbols sum to 1, so $\int S\,d\hat r=\langle\kappa_a\|C^k\|\kappa_c\rangle$.

Next, $S$ is constant. By the conversion just made, $S$ is an $m$-independent factor times $\sum_m\Omega_m^\dagger X_m$, where $\Omega_m=\Omega_{\kappa_am}$ and $X_m=X_{j_am}$. Since $\mathbf L=-i\,\mathbf r\times\nabla$ is imaginary and first order, $L_i(\Omega^\dagger X)=\Omega^\dagger L_iX-(L_i\Omega)^\dagger X$. The spin matrices are Hermitian, so $\Omega^\dagger S_iX-(S_i\Omega)^\dagger X=0$, and adding this zero replaces $L_i$ by $J_i$ on the right. Both families carry the same Hermitian matrix $(J_i)_{m'm}$, so

$$L_i\sum_m\Omega_m^\dagger X_m=\sum_{mm'}(J_i)_{m'm}\,\Omega_m^\dagger X_{m'}-\sum_{mm'}(J_i)_{mm'}\,\Omega_{m'}^\dagger X_m=0,$$

the two sums being equal after $m$ and $m'$ are renamed. A function annihilated by all $L_i$ has no angular derivative. Hence the reduced element is $4\pi S(\hat z)$.

At $\hat z$ only $q=0$ and $m_a=m_c=\pm\frac12$ contribute. Call $T$ the 3j symbol with upper row $j_a,k,j_c$ and lower row $\frac12,0,-\frac12$. The term $m=-\frac12$ has phase $(-1)^{j_a+1/2}$, symbol $T$, and by (1) spinor product $\sqrt{|\kappa_a\kappa_c|}/4\pi$. The term $m=+\frac12$ has phase $(-1)^{j_a-1/2}=-(-1)^{j_a+1/2}$, symbol $(-1)^{j_a+k+j_c}T$ by sign reversal, and spinor product $s_as_c\sqrt{|\kappa_a\kappa_c|}/4\pi$. The ratio of the second to the first is $-s_as_c(-1)^{j_a+j_c+k}$, with $j_a+j_c=l_a+l_c-(s_a+s_c)/2$. For equal signs $s_as_c=1$ and $(s_a+s_c)/2=\pm1$ supplies a minus sign; for opposite signs $s_as_c=-1$ and $(s_a+s_c)/2=0$. In both cases the ratio is $(-1)^{l_a+k+l_c}$. The two terms add or cancel, and $2\sqrt{|\kappa_a\kappa_c|}=\sqrt{(2j_a+1)(2j_c+1)}$, so

$$\langle\kappa_a\|C^k\|\kappa_c\rangle=(-1)^{j_a+1/2}\sqrt{(2j_a+1)(2j_c+1)}\begin{pmatrix}j_a&k&j_c\\ \frac12&0&-\frac12\end{pmatrix}\pi(l_a+k+l_c),\tag{7}$$

where $\pi$ is 1 for even argument and 0 for odd. The orbital quantum numbers enter through parity alone. Replacing both $\kappa$ by $-\kappa$ shifts each $l$ by one and leaves (7) unchanged, in agreement with (3). Exchanging $a$ and $c$ swaps two columns and reverses the lower row, the two factors cancel and $T$ returns, so only the prefactor changes: $\langle\kappa_c\|C^k\|\kappa_a\rangle=(-1)^{j_a-j_c}\langle\kappa_a\|C^k\|\kappa_c\rangle$. The reduced element is not symmetric. For $k=0$, where $C^0_0=1$, it must be $\sqrt{2j+1}$, and the printed values are 1.414214 for $p_{1/2}$ and 2.000000 for $p_{3/2}$.

The sign in (7) belongs to the coupling order. Coupling spin before $l$ multiplies $\Omega_{\kappa m}$ by $(-1)^{l+1/2-j}=-s$, which multiplies (7) by $s_as_c$ and turns the minus in (2) into a plus. Such signs cancel in energies of single determinants but not in off-diagonal elements, so all angular factors used in one calculation must share one convention. The change also flips the sign of every $Q$ relative to $P$, which leaves $\rho_{ac}$ unchanged.

Q: State the full result and the selection rules, and tell me whether the triangle is in $l$ or in $j$.

A: In (5) the first 3j symbol requires $q=m_a-m_c$ and the second $-q=m_b-m_d$. So $g_{abcd}=0$ unless $m_a+m_b=m_c+m_d$, and then one $q$ survives:

$$g_{abcd}=\sum_k(-1)^{q+j_a-m_a+j_b-m_b}\begin{pmatrix}j_a&k&j_c\\-m_a&q&m_c\end{pmatrix}\begin{pmatrix}j_b&k&j_d\\-m_b&-q&m_d\end{pmatrix}\langle\kappa_a\|C^k\|\kappa_c\rangle\langle\kappa_b\|C^k\|\kappa_d\rangle R^k(abcd).\tag{8}$$

A rank $k$ can contribute only if $|j_a-j_c|\le k\le j_a+j_c$, $|j_b-j_d|\le k\le j_b+j_d$, and both $l_a+k+l_c$ and $l_b+k+l_d$ are even. The triangle is in $j$ and the parity is in $l$. Adding the two parity conditions shows that $l_a+l_b+l_c+l_d$ is even, which is conservation of total parity.

The $j$ triangle combined with parity can be stricter than the $l$ triangle. If both orbitals have $j=l+\frac12$, then $j_a+j_c=l_a+l_c+1$ has the wrong parity and the top rank is $l_a+l_c$. If the signs of $\kappa$ differ, $j_a+j_c=l_a+l_c$ is itself allowed. If both have $j=l-\frac12$, then $j_a+j_c=l_a+l_c-1$ has the wrong parity and the top rank is $l_a+l_c-2=\bar l_a+\bar l_c$, the limit set by the small components. For $p_{1/2}$ with itself the triangle admits $k=0,1$, parity removes $k=1$, and $k=0$ remains. For $p_{3/2}$ it admits 0 to 3 and parity keeps 0 and 2.

The rules are necessary conditions. An allowed $k$ still drops out when $|q|>k$ or when a 3j symbol vanishes for the particular projections. For the reduced element itself, the numerical check below finds it nonzero whenever the rules hold, over $|\kappa|\le4$ and $k\le8$.

Q: The kernel of $R^k$ has a kink at $r_1=r_2$. How is it evaluated accurately?

A: Split the quadrant along the kink. Where $r_2<r_1$ put $r_1=r$, $r_2=ur$ with $0<u<1$; then $dr_2=r\,du$ and the kernel is $u^k/r$, and the factors of $r$ cancel. The other half follows with the densities exchanged:

$$R^k=\int_0^\infty\!dr\int_0^1\!du\;u^k\left[\rho_{ac}(r)\rho_{bd}(ur)+\rho_{bd}(r)\rho_{ac}(ur)\right].\tag{9}$$

For densities that are sums of terms $r^\sigma e^{-\beta r}$ there is a closed form. Take $r_1^{\sigma}e^{-\beta_1r_1}$ and $r_2^{\tau}e^{-\beta_2r_2}$ in the region $r_2<r_1$. The inner integral is $I_p=\int_0^{r}x^{p-1}e^{-\beta_2x}dx$ with $p=\tau+k+1$. Integration by parts gives $I_p=r^pe^{-\beta_2r}/p+(\beta_2/p)I_{p+1}$. Repeating it, with a remainder that dies factorially, gives $I_p=p^{-1}r^pe^{-\beta_2r}\sum_n(\beta_2r)^n/(p+1)_n$, where $(x)_n=x(x+1)\cdots(x+n-1)$. The outer integrand has power $\sigma-k-1+p+n=\sigma+\tau+n$ and exponent $B=\beta_1+\beta_2$, so each term integrates to $\Gamma(A+n)/B^{A+n}$ with $A=\sigma+\tau+1$. All terms are positive, which permits the termwise integration. Using $\Gamma(A+n)=\Gamma(A)(A)_n$ and $(1)_n=n!$, the half integral is

$$H_k(\sigma,\beta_1;\tau,\beta_2)=\frac{\Gamma(A)}{(\tau+k+1)B^{A}}\;{}_2F_1\!\left(1,A;\tau+k+2;\frac{\beta_2}{B}\right),\tag{10}$$

convergent because $\beta_2/B<1$. The pair of terms contributes $H_k(\sigma,\beta_1;\tau,\beta_2)+H_k(\tau,\beta_2;\sigma,\beta_1)$ to $R^k$.

The Coulomb matrix element is now split into angular factors and radial integrals that can be evaluated, and the selection rules explain why $p_{1/2}$ has no quadrupole. It remains to couple the electrons to total $J$, which gives the fraction $8/25$, and to work out the numerical example.
